# The Sign Problem Belongs to a Hamiltonian and a Basis Together

Take two neighbouring rungs of a magnetic ladder: four spins 1/2, two on each rung. Let every pair be coupled antiferromagnetically with the same strength $J>0$, along the rungs, along the legs and across the diagonals. No arrangement of up and down spins makes all pairs antiparallel. A Monte Carlo simulation that moves up and down spins around this cluster meets negative weights, and it is tempting to conclude that the Hamiltonian "has a sign problem". The same cluster, with the same Hamiltonian and temperature, can be simulated in another basis without a single negative weight.

## What the average sign measures

Let $H$ be a real symmetric matrix in a chosen orthonormal basis, with elements $H_{ab}$. Let $C$ be its largest diagonal element, and set $K=C-H$. Since $C$ commutes with $H$, the partition function at inverse temperature $\beta$ is

$$Z=\mathrm{Tr}\,e^{-\beta H}=e^{-\beta C}\sum_{n=0}^{\infty}\frac{\beta^n}{n!}\sum_{a_1\dots a_n}K_{a_1a_2}K_{a_2a_3}\cdots K_{a_na_1}.$$

Each term is the weight $w$ of a closed path through basis states. The diagonal elements $K_{aa}=C-H_{aa}$ are nonnegative, so a minus sign can come only from moves between different states, where $K_{ab}=-H_{ab}$.

Negative weights cannot serve as probabilities. One therefore samples paths with probability proportional to $|w|$ and records the sign $s=\pm1$ of $w$. Replacing $w$ by $|w|$ replaces each off-diagonal $K_{ab}$ by $|H_{ab}|$. This is the expansion for a different matrix $H_{\rm abs}$, which has the diagonal of $H$ and off-diagonal elements $-|H_{ab}|$. Hence

$$\langle s\rangle=\frac{\sum w}{\sum|w|}=\frac{Z}{Z_{\rm abs}},\qquad Z_{\rm abs}=\mathrm{Tr}\,e^{-\beta H_{\rm abs}}.$$

The energy follows from $E=-\partial\ln Z/\partial\beta$. The prefactor $e^{-\beta C}$ contributes $C$, and differentiating $\beta^n$ brings down $n/\beta$, so

$$E=C-\frac{1}{\beta}\frac{\sum n\,w}{\sum w}=C-\frac{\langle ns\rangle}{\beta\langle s\rangle}.$$

A small $\langle s\rangle$ makes this a ratio of two small, noisy numbers.

## The four spins in the up-down basis

With $\hbar=1$, the Hamiltonian is $H=J\sum_{a<b}\mathbf S_a\cdot\mathbf S_b$. Its off-diagonal part, $\tfrac J2(S_a^+S_b^-+S_a^-S_b^+)$, exchanges two antiparallel spins with matrix element $J/2$, so each exchange contributes $-J/2$ to a path. Carry one up spin around three sites whose other two spins are down. Three exchanges restore the initial state, and the weight contains $(-J/2)^3<0$.

The average sign can be found in closed form. For total spin $S$,

$$S(S+1)=\Big(\sum_a\mathbf S_a\Big)^2=4\cdot\tfrac34+2\sum_{a<b}\mathbf S_a\cdot\mathbf S_b ,$$

so the energies are $J[S(S+1)-3]/2$. Four spins 1/2 combine into two multiplets with $S=0$, three with $S=1$ and one with $S=2$. The levels are $-\tfrac32J$ (2 states), $-\tfrac12J$ (9 states) and $\tfrac32J$ (5 states). With $x=\beta J$,

$$Z=2e^{3x/2}+9e^{x/2}+5e^{-3x/2}.$$

For $H_{\rm abs}$ the exchange elements must change sign. Two configurations joined by an exchange determine the pair that was exchanged, so no two terms of $H$ add up in one matrix element. It is enough to reverse the $x$ and $y$ parts:

$$H_{\rm abs}=J\sum_{a<b}\left(S_a^zS_b^z-S_a^xS_b^x-S_a^yS_b^y\right)=J\sum_{a<b}\left(2S_a^zS_b^z-\mathbf S_a\cdot\mathbf S_b\right).$$

If $M$ is the total $z$ component, then $M^2=4\cdot\tfrac14+2\sum_{a<b}S^z_aS^z_b$. The energies are therefore

$$J\left[M^2-1-\frac{S(S+1)-3}{2}\right]=J\left[M^2+\frac12-\frac{S(S+1)}{2}\right].$$

- The two $S=0$ states lie at $\tfrac12J$.
- The three $S=1$ multiplets give 3 states at $-\tfrac12J$ ($M=0$) and 6 at $\tfrac12J$ ($M=\pm1$).
- The $S=2$ multiplet gives 1 state at $-\tfrac52J$, 2 at $-\tfrac32J$ and 2 at $\tfrac32J$, for $|M|=0,1,2$.

Collecting them,

$$Z_{\rm abs}=e^{5x/2}+2e^{3x/2}+3e^{x/2}+8e^{-x/2}+2e^{-3x/2}.$$

At $x=0$ both sums equal 16, the number of states, and $\langle s\rangle=1$. At low temperature the largest exponentials give $\langle s\rangle\to2e^{-x}$. At $x=2$,

$$\langle s\rangle=\frac{64.88}{199.78}=0.325 .$$

## The same four spins in the rung basis

On each rung use the singlet $|s\rangle=(|{\uparrow\downarrow}\rangle-|{\downarrow\uparrow}\rangle)/\sqrt2$ and the triplets $|t_+\rangle=|{\uparrow\uparrow}\rangle$, $|t_0\rangle=(|{\uparrow\downarrow}\rangle+|{\downarrow\uparrow}\rangle)/\sqrt2$, $|t_-\rangle=|{\downarrow\downarrow}\rangle$. Let $\mathbf T_i$ be the total spin of rung $i$. The four couplings between the rungs add up to $J\,\mathbf T_1\cdot\mathbf T_2$, and the coupling inside a rung is $J(\mathbf T_i^2/2-3/4)$, which is diagonal.

The operator $\mathbf T_i$ annihilates the singlet and acts on the triplets as a spin 1, with $T^\pm$ elements equal to $\sqrt2$. The off-diagonal part $\tfrac J2(T_1^+T_2^-+T_1^-T_2^+)$ thus has elements $\tfrac J2\sqrt2\sqrt2=J$, and each move contributes $-J$ to a path. Every move also changes $T_2^z$ by $\pm1$. A closed path must restore $T_2^z$, so it contains an even number of moves, and its weight is positive. Hence $\langle s\rangle=1$ at every temperature.

The trace $Z$ has not changed; $Z_{\rm abs}$ has. Drawing 20000 independent paths in each basis at $\beta J=2$ shows the consequence:

- In the up-down basis 6872 paths were negative, so $\langle s\rangle=1-2\cdot6872/20000=0.313$. This lies 1.8 standard errors below the exact value. The energy came out as $-1.100\pm0.042\,J$.
- In the rung basis no path was negative, and the energy was $-1.126\pm0.009\,J$.

Both energies agree with the exact $-1.111\,J$ within two standard errors. The squared ratio of these estimated errors is about 23. The exact variances of the energy estimator give a ratio of 20.3, which is the factor by which the up-down basis needs more paths for equal precision with this estimator and this choice of $C$; raising $C$ by $J$ in both bases lowers it to 17.7.

## The correct statement

**In the expansion above, with real matrix elements and $\beta>0$:**

1. $\langle s\rangle=Z/Z_{\rm abs}\le1$, with equality if and only if no closed path in the chosen basis has negative weight.
2. In an eigenbasis of $H$, $\langle s\rangle=1$.
3. For a fully frustrated ladder, with equal leg and diagonal couplings $J>0$ and any rung coupling $J_r$, the rung basis gives $\langle s\rangle=1$ if the ladder is open or is a ring with an even number of rungs. On a ring with an odd number of rungs, three or more, it gives $\langle s\rangle<1$.

*Proof of 1.* The difference $\sum|w|-\sum w$ is twice the sum of $|w|$ over negative paths. It is never negative, and it vanishes if and only if there are none. Changing the signs of basis states, $H_{ab}\to\eta_aH_{ab}\eta_b$ with $\eta=\pm1$, does not help: each state on a closed path is entered and left once per visit, so its $\eta$ appears an even number of times.

*Proof of 2.* There are no off-diagonal elements, so each path stays in one state and its weight is a power of $K_{aa}\ge0$.

*Proof of 3.* Allow for the moment a diagonal coupling $J_d$ different from the leg coupling $J$. Call the spins of rung $i$ $\mathbf S_{i1}$ and $\mathbf S_{i2}$, and let $\mathbf D_i=\mathbf S_{i1}-\mathbf S_{i2}$. Inserting $\mathbf S_{i1}=(\mathbf T_i+\mathbf D_i)/2$ and $\mathbf S_{i2}=(\mathbf T_i-\mathbf D_i)/2$, the cross terms cancel. The two leg bonds between rungs $i$ and $j$ give $\tfrac J2(\mathbf T_i\cdot\mathbf T_j+\mathbf D_i\cdot\mathbf D_j)$, and the two diagonal bonds give $\tfrac{J_d}2(\mathbf T_i\cdot\mathbf T_j-\mathbf D_i\cdot\mathbf D_j)$. Together,

$$\frac{J+J_d}{2}\,\mathbf T_i\cdot\mathbf T_j+\frac{J-J_d}{2}\,\mathbf D_i\cdot\mathbf D_j .$$

At $J_d=J$ the second term vanishes. Singlets stay where they are, $J_r$ enters only the diagonal, and every move contributes $-J$, as for two rungs. If the rungs divide into two alternating classes, each move changes the total $T^z$ of one class by $\pm1$. A closed path then has an even number of moves and a positive weight. On an odd ring of $L$ rungs this division is impossible. Carrying one $t_+$ once around a background of $t_0$ takes $L$ moves and has weight $(-J)^L<0$. $\square$

## Neither basis is better in general

Remove the diagonal couplings, $J_d=0$, from a ring of four rungs. The sites now divide into two classes with bonds only between them, and the even-number argument applies to the up-down basis, which becomes free of negative paths.

On the ring, the rung basis loses this property. From the definitions, $D^z|s\rangle=|t_0\rangle$, $D^z|t_0\rangle=|s\rangle$ and $D^+|s\rangle=-\sqrt2|t_+\rangle$, whose conjugate is $\langle s|D^-|t_+\rangle=-\sqrt2$. A $t_0$ therefore hops onto a neighbouring singlet with amplitude $1$ in $\mathbf D_i\cdot\mathbf D_j$, and a $t_+$ with $\tfrac12(-\sqrt2)^2=1$. Start from $t_+t_0ss$. Let $t_0$ hop to rung 3 and then 4, $t_+$ to rung 2, and $t_0$ on to rung 1. The result is $t_0t_+ss$, and one exchange restores the start. The weight contains

$$\left(-\frac{J-J_d}{2}\right)^4\left(-\frac{J+J_d}{2}\right)<0\qquad(J_d\ne J,\ J_d\ge0).$$

For $J_r=J$ and $\beta J=4$ the average signs on this ring are:

| $J_d/J$ | up-down basis | rung basis |
|---|---|---|
| 0 | 1 | 0.971 |
| 0.5 | 0.0029 | 0.973 |
| 1 | 0.00074 | 1 |

On this ring, where the negative path above makes use of the bond that closes the ring, the rung basis has a sign problem in principle away from $J_d=J$, but for the couplings and temperature of the table it costs little, and on further cooling the sign returns toward 1 (above 0.999 at $\beta J=10$ for $J_d/J=0$ and $0.5$). The closing bond matters: open ladders of 2 to 6 rungs with $J_r=J$ have no negative path in the rung basis for $J_d/J=0$, 0.5, 1.5 and 3 either. On the fully frustrated three-rung ring, again at $J_r=J$ and $\beta J=4$, the rung basis gives 0.021 and the up-down basis 0.000033: an improvement, not a cure. Whether another simple basis would cure that ring is not decided here.

## Cost, and what the eigenbasis does not offer

Writing $Z=e^{-\beta F}$ and $Z_{\rm abs}=e^{-\beta F_{\rm abs}}$ gives

$$\langle s\rangle=e^{-\beta(F-F_{\rm abs})}.$$

If the free-energy difference grows in proportion to the length of the ladder, the sign decays exponentially with length. For open, fully frustrated ladders of 2, 3, 4 and 5 rungs at $J_r=J$, $\beta J=2$, the up-down basis gives 0.325, 0.143, 0.063 and 0.028. Each added rung raises $-\ln\langle s\rangle$ by 0.80 to 0.82, as expected for such a decay.

Because $s^2=1$, the variance of $s$ is $1-\langle s\rangle^2$. Determining $\langle s\rangle$ to relative error $\varepsilon$ thus takes $(1-\langle s\rangle^2)/(\varepsilon^2\langle s\rangle^2)$ independent paths. For $\varepsilon=1\%$ this rises from $8.5\times10^4$ at two rungs to $1.2\times10^7$ at five.

At low temperature each partition function is dominated by its lowest level, so $\langle s\rangle$ decays with $\beta$ at the rate $E_0-E_{0,\rm abs}$, and does not decay if the two ground energies coincide. For four rungs this is $-3.646\,J+5.641\,J=1.995\,J$.

The eigenbasis avoids this cost in name only. To write it down one must diagonalize $H$, after which $Z=\sum_k e^{-\beta E_k}$ is known and nothing is left to sample. A ladder of 20 rungs has $4^{20}\approx1.1\times10^{12}$ states. The rung basis is useful because it is built from one rung at a time, and its matrix elements are known without solving the ladder. The question to ask of a Hamiltonian is therefore whether a basis that can be constructed this cheaply removes the negative paths, or at least makes them rare. A small average sign in one basis does not answer it. The numerical check checks the two closed-form partition functions and computes the average signs quoted here for $\beta J=2$ and $4$.

## Table of computed values

```
J_leg = J_rung = 1 J unless stated; beta = 2.0 1/J
2 rungs: Z = 64.8845, Z_abs(site) = 199.7817
2 rungs: exact <s> site = 0.32478
2 rungs: exact thermal energy = -1.11144 J
sampled paths per basis = 20000
site sampling: <s> = 0.3128, negative paths = 6872
site sampling: energy = -1.0998 +- 0.0416 J
spread of <s> over 100-path batches = 0.0980, predicted 0.0946
rung sampling: <s> = 1.0000, negative paths = 0
rung sampling: energy = -1.1259 +- 0.0087 J
squared ratio of energy errors site/rung = 22.7
largest singlet-pattern-changing element at J_diag=0.5: 0.2500 J
rung off-diagonals: raw max 1.000 J, rephased min -1.000 J
4 rungs, J_rung=1.3 J: ln Z from spin-1 segments = 9.479283
4 rungs: <s> eigenbasis = 1.000000
number of basis states for 20 rungs = 1.100e+12
open, 2 rungs: <s> site 0.324777, rung 1.000000; site paths for 1% error 8.48e+04
open, 3 rungs: <s> site 0.143165, rung 1.000000; site paths for 1% error 4.78e+05
open, 4 rungs: <s> site 0.063294, rung 1.000000; site paths for 1% error 2.49e+06
open, 5 rungs: <s> site 0.028430, rung 1.000000; site paths for 1% error 1.24e+07
increase of -ln<s> per added rung: 0.8191 0.8162 0.8003
open, 4 rungs: E0 = -3.64575 J, E0_abs(site) = -5.64063 J
open, 4 rungs: decay rate of <s> in beta = 1.99488 J
rings: beta = 4.0 1/J
4-rung ring, J_diag=0.0 J: <s> site 1.000000, rung 0.970507
4-rung ring, J_diag=0.5 J: <s> site 0.002949, rung 0.972843
4-rung ring, J_diag=1.0 J: <s> site 0.000740, rung 1.000000
3-rung ring, J_diag=1.0 J: <s> site 0.000033, rung 0.020709
```
